\section*{Why charged-supercell stress does not directly give a defect relaxation volume}

\section*{Question}

I am studying a positively charged interstitial in silicon. I remove one electron from a periodic supercell, add the usual uniform compensating background, and read off the pressure at the volume of the perfect crystal. With $K$ the bulk modulus, I then take $\Omega P/K$ as the relaxation volume.

Two programs give me different volumes, although each agrees with a numerical derivative of its own total energy. Larger cells reduce both pressures but do not bring the volumes together. I thought this was the electrostatic interaction between periodic images. Is one of the stresses wrong, and what should I calculate instead?

\section*{Answer}

Both stresses can be correct derivatives of their respective energies. The energy of a charged cell depends on where the electrostatic potential is set to zero, and that zero may itself change with volume. The stress then contains the derivative of a convention. To obtain a relaxation volume you must also say where the compensating charge goes.

\subsection*{From pressure to volume}

Let $\Omega_0$ be the volume of the perfect supercell at zero pressure, and let $E_d(\Omega)$ be the energy of the defect cell minus that of the perfect cell at the same volume. The number of host atoms is fixed and the strain is isotropic. For small strain, the volume-dependent energy is
\begin{equation}
F(\Omega)=\frac{K\Omega_0}{2}\left(\frac{\Omega}{\Omega_0}-1\right)^2+E_d(\Omega).
\end{equation}
At the minimum,
\begin{equation}
0=\frac{dF}{d\Omega}=K\frac{\Omega-\Omega_0}{\Omega_0}+\frac{dE_d}{d\Omega}.
\end{equation}
In a large cell the volume change is a small fraction of $\Omega_0$, so the last derivative may be taken at $\Omega_0$. With the excess pressure $P=-dE_d/d\Omega$, positive when the cell tends to expand,
\begin{equation}
v\equiv\Omega-\Omega_0=\frac{\Omega_0P}{K}
=-\frac1K\frac{dE_d}{d\ln\Omega}.
\label{eq:volume}
\end{equation}
This is your formula. It is sound elasticity; the difficulty lies in $E_d$.

\subsection*{What a change of potential zero does}

Let the nuclei and electrons carry total charge $qe$, with $e>0$. Adding a constant $\bar\phi$ to the potential changes their energy by
\begin{equation}
E'_d-E_d=\bar\phi\int_\Omega\rho(\mathbf r)\,d^3r=qe\bar\phi .
\end{equation}
For a neutral cell this vanishes. For a charged cell, if $\bar\phi$ depends on volume,
\begin{align}
P'&=-\frac{d}{d\Omega}\left(E_d+qe\bar\phi\right)
=P-qe\frac{d\bar\phi}{d\Omega},\\
v'&=\frac{\Omega_0P'}{K}
=v-\frac{qe}{K}\frac{d\bar\phi}{d\ln\Omega}.
\label{eq:shift}
\end{align}
Since $\bar\phi$ is taken here as a function of volume alone, relaxing the atoms inside the cell does not alter this difference.

Two conventions make the effect concrete. In convention A the average potential is zero, which is what dropping the zero-wavevector Fourier term does. In convention B the host is a superposition of neutral spherical atoms, each with zero potential far away. Its average potential is not zero. An atom with nuclear charge $Z$ and electron number density $n(r)$ has the Fourier-transformed potential
\begin{equation}
\phi_{\rm at}(G)=\frac{e}{\varepsilon_0G^2}
\left[Z-\int n(r)\frac{\sin Gr}{Gr}\,d^3r\right].
\end{equation}
For small $G$, $\sin(Gr)/(Gr)=1-G^2r^2/6+\cdots$. The leading term integrates to $Z$ and cancels the nucleus, so
\begin{equation}
\phi_{\rm at}(0)=\frac{e\langle r^2\rangle}{6\varepsilon_0},
\qquad
\bar\phi=\frac{e\langle r^2\rangle}{6\varepsilon_0\Omega_{\rm at}},
\label{eq:moment}
\end{equation}
where $\langle r^2\rangle=\int n r^2d^3r$ is summed over all electrons of the atom and $\Omega_{\rm at}$ is the volume per atom.

If the atomic densities are unchanged by strain, $\bar\phi\propto1/\Omega$ and $d\bar\phi/d\ln\Omega=-\bar\phi$. Equation \eqref{eq:shift} becomes
\begin{equation}
P_B-P_A=\frac{qe\bar\phi}{\Omega},\qquad
v_B-v_A=\frac{qe\bar\phi}{K}.
\label{eq:constant}
\end{equation}
The pressure difference vanishes in a large cell, but the conversion to volume multiplies it by $\Omega$. The volume difference stays.

The same argument covers the whole stress tensor. Define the elastic dipole by $D_{ij}=-\partial E_d/\partial\epsilon_{ij}$. Under a small strain $\partial\Omega/\partial\epsilon_{ij}=\Omega\delta_{ij}$, so $\partial\bar\phi/\partial\epsilon_{ij}=-\bar\phi\,\delta_{ij}$ and
\begin{equation}
D_{ij}^B=D_{ij}^A+qe\bar\phi\,\delta_{ij}.
\end{equation}
For these rigid atoms the shear part is unaffected; the ambiguity is in the trace.

\subsection*{Why zero average is not the answer}

Convention A may look privileged because the background makes the cell neutral. Its meaning becomes clear if we start from B and add the background explicitly. A uniform charge density $-qe/\Omega$ in the host potential has energy
\begin{equation}
-\frac{qe}{\Omega}\int_\Omega\phi_{\rm host}\,d^3r=-qe\bar\phi,
\end{equation}
which turns the host interaction of B into that of A. Thus A describes the ion together with a uniform partner that is stretched with the cell. This is a balanced system, but the partner is fictitious: a real carrier has a Bloch density, and a real compensating defect sits at a site. The pressure includes the partner's contribution.

\subsection*{A silicon-sized example}

Take a lattice constant of 0.543 nm and $K=98$ GPa, rough values for silicon. Then $\Omega_{\rm at}=0.0200$ nm$^3$ and $K=611.7$ eV/nm$^3$. An unrestricted Hartree--Fock calculation of the free atom in the cc-pVTZ basis gives $\langle r^2\rangle=0.0894$ nm$^2$. With $e/\varepsilon_0=18.10$ V\,nm, equation \eqref{eq:moment} gives
\begin{equation}
\bar\phi=\frac{18.10\times0.0894}{6\times0.0200}\ {\rm V}
\simeq13.5\ {\rm V}.
\end{equation}
For $q=+1$ the shift is
\begin{equation}
v_B-v_A=\frac{13.47\ {\rm eV}}{611.7\ {\rm eV/nm^3}}
=0.0220\ {\rm nm^3}=22.0\ \text{\AA}^3 ,
\end{equation}
or 1.10 atomic volumes. For $q=-1$ its sign is reversed.

Now put a $+1$ model ion, a Gaussian charge proportional to $\exp(-r^2/s^2)$ with $s=0.053$ nm, into a lattice of these frozen, spherically averaged atoms. Its energy is $e$ times the host potential averaged over the Gaussian. I evaluated this by a Fourier sum without the zero-wavevector term for A, and by a real-space sum over neutral atoms for B. Polynomial fits in $\ln\Omega$ supplied the derivatives. The raw volumes, without image interactions, are:

\begin{center}
\begin{tabular}{lcc}
Site of $+1$ ion & $v_A$ (nm$^3$) & $v_B$ (nm$^3$)\\
tetrahedral & $-0.0151$ & $+0.0069$\\
hexagonal & $-0.0132$ & $+0.0088$\\
bond centre & $+0.0151$ & $+0.0371$
\end{tabular}
\end{center}

At the first two sites even the sign depends on the convention. For the tetrahedral ion the pressures in A and B are $-1.154$ and $+0.531$ GPa with 64 host atoms, and $-0.144$ and $+0.066$ GPa with 512. Their difference falls from 1.685 to 0.211 GPa, a factor of eight, as the volume grows by eight.

For the tetrahedral ion, minimising $F(\Omega)$ directly gives volume differences $v_B-v_A$ of 0.02218, 0.02205 and 0.02203 nm$^3$ for 64, 512 and 4096 host atoms. Relaxing the volume directly therefore does not remove the problem. The small drift arises because the minimum uses $dE_d/d\Omega$ at the relaxed volume, whereas \eqref{eq:volume} uses it at $\Omega_0$. The resulting difference in $v$ is of order $v^2/\Omega_0$ (about 1.4 to 3 times that for the entries of the table) and vanishes in large cells. It is largest for the bond-centre ion, where direct minimisation with 64 host atoms gives $v_B-v_A=0.0205$ nm$^3$. Anharmonicity of a real host, left out of $F$, adds a difference of the same order.

\subsection*{The image interaction is a separate error}

For a point charge in a cubic cell of side $L=\Omega^{1/3}$ with its background, screened by a relative permittivity $\varepsilon_r$,
\begin{equation}
E_M=-\frac{\alpha_Mq^2e^2}{8\pi\varepsilon_0\varepsilon_rL},
\end{equation}
with $\alpha_M=2.837$ from an Ewald sum. At fixed $\varepsilon_r$, $E_M\propto\Omega^{-1/3}$, hence
\begin{equation}
\frac{dE_M}{d\ln\Omega}=-\frac{E_M}{3},
\qquad v_M=\frac{E_M}{3K}.
\end{equation}
This falls as $1/L$. With $\varepsilon_r=11.7$ and 64 atoms, $E_M=-0.161$ eV and $v_M=-0.00009$ nm$^3$, about 250 times smaller in magnitude than the convention shift. With 512 atoms it is half as large.

If the permittivity varies with volume, let $\gamma=d\ln\varepsilon_r/d\ln\Omega$. Since $E_M\propto\varepsilon_r^{-1}\Omega^{-1/3}$, the result becomes $v_M=(E_M/K)(1/3+\gamma)$. For 64 atoms the extra part is $-0.00026\,\gamma$ nm$^3$. For $\gamma$ of order one this is still small here, and it also vanishes with cell size. A point-charge image correction removes $v_M$. Because the host does not screen fully close to the ion, further terms falling as $1/\Omega$ remain; in a 64-atom cell their effect on the volume can be comparable with $v_M$. Neither correction removes the constant difference in \eqref{eq:constant}.

\subsection*{Restore the missing charge}

Suppose first that the charge is balanced by an opposite defect far away. In separate cells treated with the same convention, the two energy shifts are $+qe\bar\phi$ and $-qe\bar\phi$. Their derivatives cancel, so the sum of the two raw volumes is independent of convention.

In the frozen model, reversing an ion's charge reverses its raw volume. A $+1$ ion at the tetrahedral site and a $-1$ ion at the hexagonal site therefore have
\begin{align}
v_A&=-0.0151+0.0132=-0.0019\ {\rm nm^3},\\
v_B&=+0.0069-0.0088=-0.0019\ {\rm nm^3}.
\end{align}
If the negative charge sits at a bond centre instead, both conventions give $-0.030$ nm$^3$. The two answers differ because they describe different neutral sets, and each is well defined within the model.

For a donor whose electron has gone to a band, the partner is the carrier. Let $\varepsilon_{\rm edge}$ be the electron energy at the chosen band edge of the perfect crystal. Returning the $q$ removed electrons to that edge gives the energy $E_d+q\varepsilon_{\rm edge}$. A shift of potential zero changes the two terms by $+qe\bar\phi$ and $-qe\bar\phi$, because an electron has charge $-e$. The convention-independent volume is
\begin{equation}
v_{\rm bal}=v_{\rm raw}
-\frac{q}{K}\frac{d\varepsilon_{\rm edge}}{d\ln\Omega}.
\label{eq:carrier}
\end{equation}
For a negative defect, negative $q$ means that electrons are taken from the reservoir. If the reservoir level lies at an energy $\Delta$ above the edge (negative if below), \eqref{eq:carrier} still holds provided $\Delta$ is held fixed as the volume changes; otherwise add $-(q/K)\,d\Delta/d\ln\Omega$. Each 1 eV in $d\varepsilon_{\rm edge}/d\ln\Omega$ contributes $-0.0016\,q$ nm$^3$.

\subsection*{A trap in pseudopotential calculations}

The reference used for the band edge must be the one used in the total energy. Consider soft ions of valence $Z_v$ whose attraction for an electron is $-Z_ve^2\operatorname{erf}(r/r_c)/(4\pi\varepsilon_0r)$. The integral of its difference from the point-charge attraction is
\begin{align}
\alpha&=\frac{Z_ve^2}{4\pi\varepsilon_0}
\int_0^\infty4\pi r\,\operatorname{erfc}(r/r_c)\,dr\nonumber\\
&=\frac{Z_ve^2r_c^2}{\varepsilon_0}
\int_0^\infty x\,\operatorname{erfc}(x)\,dx
=\frac{Z_ve^2r_c^2}{4\varepsilon_0}.
\end{align}
The last integral is $1/4$: integration by parts turns it into $\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx$. The average energy per electron is $\bar u=\alpha/\Omega_{\rm at}$.

One program may multiply $\bar u$ by the actual electron number $N_0-q$, another by the neutral number $N_0$. The first energy minus the second is $-q\bar u$. Since $\bar u\propto1/\Omega$ for a fixed ion, the corresponding volume difference is $-q\bar u/K$. For $Z_v=4$ and $r_c=0.050$ nm, chosen for illustration, $\bar u=2.26$ eV and the difference is $-0.0037$ nm$^3$ for $q=+1$. Real pseudopotentials have further short-range local terms, so both the size and the sign of $\bar u$ depend on the pseudopotential. For the Goedecker--Teter--Hutter (GTH) silicon pseudopotentials $\bar u$ is $-1.00$ eV (LDA) and $-0.71$ eV (PBE), giving differences of $+0.0016$ and $+0.0012$ nm$^3$.

Either choice is usable if the band edge matches it. With the neutral number in the total energy, $\bar u$ must also be absent from $\varepsilon_{\rm edge}$. If it is left in, the balanced energy contains a spurious $q\bar u$, and the volume an error of $+q\bar u/K$.

\subsection*{How far the example applies to silicon}

The lattice constant, bulk modulus and permittivity are close to those of silicon, but the ion is not a particular dopant. Changing the atomic calculation to the aug-cc-pVTZ basis raises $\langle r^2\rangle$ by 1.0\%; using the PBE functional in the original basis lowers it by 1.3\%. The shift between A and B changes in proportion; in the larger aug-cc-pVQZ basis it is 0.0222 nm$^3$, so its last digit is not converged. These changes of basis and functional move the table entries by up to 0.0004 nm$^3$ without altering their signs, and the tetrahedral--hexagonal pair stays between $-0.0018$ and $-0.0019$ nm$^3$. Bonding, which redistributes the free-atom charge, is left out and its effect on $\bar\phi$ is not estimated.

The individual site volumes are less secure. Real silicon polarises around an ion. A rough estimate treats it as a dielectric outside a sphere of one bond length, $R=\sqrt3a/4$, where $a$ is the lattice constant:
\begin{equation}
E_{\rm pol}=-\left(1-\frac1{\varepsilon_r}\right)
\frac{q^2e^2}{8\pi\varepsilon_0R}\simeq-2.8\ {\rm eV}.
\end{equation}
With $R\propto\Omega^{1/3}$ and fixed $\varepsilon_r$, this adds $E_{\rm pol}/(3K)=-0.0015$ nm$^3$ per ion. It has the same sign for both charges, so two ions would add about $-0.003$ nm$^3$, more than the whole $-0.0019$ nm$^3$ of the first pair. Local atomic relaxation and short-range quantum forces are also missing. The example measures the gap between conventions A and B for all-electron atoms. The gap between two actual programs depends on the references they use and can be much smaller, as in the $\bar u$ case above. A dopant volume needs a self-consistent, relaxed calculation.

For your interstitial, compute the excess pressure with relaxed atoms, correct the image term, check that the volume has converged with cell size, and find the band edge of the perfect crystal at several volumes with the matching potential reference. Then use \eqref{eq:carrier}, and report which carrier or opposite defect balances the charge.
